# How metal-ligand covalency limits the gap opening in DFT+U, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I measure optical and photoemission gaps of transition-metal compounds with strongly covalent metal-ligand bonds. I had understood that a DFT+U calculation pushes the filled d states down by $U/2$ and the empty ones up by $U/2$, so that the gap grows by $U$. The calculations I am shown open the gap by much less than the $U$ that went in. Where does the rest go?

**A.** The shifts $\mp U/2$ are a limit of the correction, and the functional shows which limit. Let $\gamma$ be the one-particle density matrix, a Hermitian matrix with eigenvalues between 0 and 1 and trace $N$, the electron number. Let $n$ be its block on the d spin orbitals, with eigenvalues $\lambda_i$ and eigenvectors $|\phi_i\rangle$. I call each $\phi_i$ a channel. In Dudarev's form,

$$E[\gamma]=\mathrm{Tr}(H_0\gamma)+\frac U2\,\mathrm{Tr}[n(1-n)] .$$

$H_0$ is the Kohn-Sham Hamiltonian without the correction. I keep it frozen throughout, take the basis orthonormal, and give energies in eV.

Vary $n\to n+\delta n$. To first order $\delta\,\mathrm{Tr}\,n^2=\mathrm{Tr}(\delta n\,n+n\,\delta n)=2\,\mathrm{Tr}(n\,\delta n)$, because the trace is cyclic. Hence

$$\delta E=\mathrm{Tr}(H_0\,\delta\gamma)+\frac U2\mathrm{Tr}[(1-2n)\,\delta n]=\mathrm{Tr}[(H_0+V_U)\,\delta\gamma],$$

$$V_U=U\left(\tfrac12-n\right)=U\sum_i\left(\tfrac12-\lambda_i\right)|\phi_i\rangle\langle\phi_i| ,$$

where $V_U$ acts only inside the d space. A channel with $\lambda_i=1$ feels $-U/2$ and one with $\lambda_i=0$ feels $+U/2$. Your picture therefore needs two things: eigenvalues exactly 0 and 1, and gap-edge states that are pure d states, since $V_U$ does nothing to the ligand part of a wavefunction. Hybridisation spoils both.

**Q.** How much does a hybridised level move, then?

**A.** Start with first order in $U$. The self-consistent Hamiltonian is $H_0+U(\tfrac12-n(U))$. If a gap separates the occupied from the empty states at $U=0$, then $n(U)=n_0+O(U)$, and the change of $n$ enters $H$ multiplied by a second factor $U$. First-order perturbation theory for an eigenstate $\psi_k$ of $H_0$, chosen within any degenerate level so that $V_U$ is diagonal there, gives

$$\delta\varepsilon_k=\langle\psi_k|V_U|\psi_k\rangle=U\sum_i\left(\tfrac12-\lambda_i\right)|\langle\phi_i|\psi_k\rangle|^2 ,$$

with all quantities on the right taken at $U=0$. A program test compares this with the finite-difference slope of a self-consistent gap in random models with three d and three p orbitals.

Suppose the d part of the highest occupied state lies in one channel, with eigenvalue $\lambda_v$ and d weight $w_v=|\langle\phi_v|\psi_v\rangle|^2$, and the lowest empty state likewise has $\lambda_c$ and $w_c$. Then

$$\delta E_g=U\left[w_c\left(\tfrac12-\lambda_c\right)-w_v\left(\tfrac12-\lambda_v\right)\right].$$

Write $w_c=w_m+\tfrac12\delta w$ and $w_v=w_m-\tfrac12\delta w$, with $w_m$ the mean and $\delta w=w_c-w_v$. The terms in $w_m$ give $w_m[(\tfrac12-\lambda_c)-(\tfrac12-\lambda_v)]=w_m(\lambda_v-\lambda_c)$. The terms in $\delta w$ give $\tfrac12\delta w\,(1-\lambda_c-\lambda_v)$. With $\lambda_m=(\lambda_v+\lambda_c)/2$,

$$\delta E_g=U\left[w_m(\lambda_v-\lambda_c)+(w_c-w_v)\left(\tfrac12-\lambda_m\right)\right].$$

The first term is $U$ times the difference of occupation eigenvalues, weighted by d character. It is the whole answer only when the edge states have equal d weight, or when $\lambda_m=\tfrac12$. It vanishes when both edge states belong to the same channel.

Freezing $H_0$ matters already here. In a real calculation the density changes at order $U$, the Hartree and exchange-correlation potentials follow at order $U$, and that response changes the shifts at the same order. It can act in either direction: a Hartree response tends to reduce the opening, while an exchange response to a growing moment can enlarge it. The formulas describe the direct action of $V_U$ alone. The numbers $w$ and $\lambda$ also depend on which orbitals are chosen as the d projectors.

**Q.** First order in a few eV does not reassure me. Is there a case you can solve for any $U$?

**A.** One d orbital and one p orbital per spin. In the basis $(d,p)$,

$$H_0=\begin{pmatrix}\Delta&-t\\-t&0\end{pmatrix},\qquad \Delta>0,\quad t>0 .$$

The p level is the zero of energy. $V_U$ only moves the d level of a spin channel from $\Delta$ to some value $x$, so we need the properties of this matrix with $\Delta$ replaced by $x$.

The secular equation $(x-\varepsilon)(-\varepsilon)-t^2=0$ is $\varepsilon^2-x\varepsilon-t^2=0$, so

$$\varepsilon_\pm(x)=\frac x2\pm R,\qquad R=\sqrt{\frac{x^2}4+t^2},\qquad \varepsilon_+\varepsilon_-=-t^2 .$$

The product is negative, so $\varepsilon_+>0>\varepsilon_-$ for every $x$. For the antibonding eigenvector $(c_d,c_p)$ the second row reads $-t\,c_d=\varepsilon_+c_p$, so $c_p^2/c_d^2=t^2/\varepsilon_+^2$. Its d weight is

$$w(x)=\frac{\varepsilon_+^2}{\varepsilon_+^2+t^2}=\frac{\varepsilon_+^2}{\varepsilon_+^2-\varepsilon_+\varepsilon_-}=\frac{\varepsilon_+}{\varepsilon_+-\varepsilon_-}=\frac12+\frac{x}{4R}.$$

The two eigenvectors are complete, so the bonding state has d weight $1-w$. Differentiating $R^2=x^2/4+t^2$ gives $R'=x/(4R)$, and three facts follow:

$$\frac{d\varepsilon_+}{dx}=\frac12+\frac{x}{4R}=w,$$

$$w'=\frac1{4R}-\frac{x^2}{16R^3}=\frac{4R^2-x^2}{16R^3}=\frac{t^2}{4R^3}>0,$$

$$w''=-\frac{3t^2}{4R^4}R'=-\frac{3t^2x}{16R^5}.$$

The antibonding level follows the d level at a rate equal to its d weight. That weight grows with $x$, at a rate of at most $1/(4t)$ because $R\ge t$, and it is concave for $x>0$. The program tests the weight, both first derivatives and the sign of $w''$ against numerical diagonalisation.

**Q.** How many electrons go in?

**A.** Three first, that is one hole in the four spin orbitals, as for a $d^9$ ion bonded to a filled ligand orbital. At $U=0$ the two antibonding levels are degenerate and share one electron, so there is no gap, and the whole gap at finite $U$ is the opening.

The ground state has to be found, not assumed. For two density matrices and $0\le a\le1$, expanding the squares gives

$$\mathrm{Tr}[an_1+(1-a)n_2]^2=a\,\mathrm{Tr}\,n_1^2+(1-a)\mathrm{Tr}\,n_2^2-a(1-a)\mathrm{Tr}(n_1-n_2)^2 .$$

All other terms in $E$ are linear in $\gamma$, and $\mathrm{Tr}\,n^2$ carries the factor $-U/2$, so

$$E[a\gamma_1+(1-a)\gamma_2]=aE[\gamma_1]+(1-a)E[\gamma_2]+\frac U2a(1-a)\mathrm{Tr}(n_1-n_2)^2 .$$

The last term is not negative: $E$ is concave. For $N=3$ the matrix $1-\gamma$ has eigenvalues $p_k\ge0$ that sum to one, so $\gamma=\sum_kp_k(1-|h_k\rangle\langle h_k|)$ is a mixture of one-hole determinants. Concavity puts its energy at or above the lowest of theirs, and the minimum has the form $\gamma=1-|h\rangle\langle h|$.

Split the hole orbital into two-component spinors $h_d$ and $h_p$, with $\|h_d\|^2=1-\lambda$ and $\|h_p\|^2=\lambda$. Then $n=1-|h_d\rangle\langle h_d|$ has eigenvalues 1 and $\lambda$. With $\mathrm{Tr}\,H_0=2\Delta$ over both spins,

$$E=2\Delta-\left[\Delta(1-\lambda)-2t\,\mathrm{Re}\langle h_d|h_p\rangle\right]+\frac U2\lambda(1-\lambda).$$

The Cauchy-Schwarz inequality gives $\mathrm{Re}\langle h_d|h_p\rangle\ge-\sqrt{\lambda(1-\lambda)}$, with equality when $h_p$ is a negative multiple of $h_d$. The hole then has one spin direction, which I call down, and is antibonding in character. So $\lambda_\uparrow=1$, $\lambda_\downarrow=\lambda$, and

$$E=\Delta+e(\lambda),\qquad e(\lambda)=\Delta\lambda-2t\sqrt{\lambda(1-\lambda)}+\frac U2\lambda(1-\lambda).$$

The d levels of the two channels are

$$x_\uparrow=\Delta-\frac U2,\qquad x_\downarrow=\Delta+U\left(\tfrac12-\lambda\right).$$

**Q.** Self-consistent equations of this kind can have several solutions. Which one do you mean?

**A.** The one that minimises $e$. Its derivative is

$$e'(\lambda)=x_\downarrow-\frac{t(1-2\lambda)}{\sqrt{\lambda(1-\lambda)}} ,$$

which tends to $-\infty$ at $\lambda\to0$ and $+\infty$ at $\lambda\to1$, so the minimum is interior. The condition $e'=0$ is the self-consistency condition $\lambda=1-w(x_\downarrow)$, which says that $\lambda$ is the d weight of the occupied bonding state. To see this, put $\lambda=1-w(x)$. Then $1-2\lambda=x/(2R)$ and $\lambda(1-\lambda)=\tfrac14-x^2/(16R^2)=t^2/(4R^2)$, so the fraction in $e'$ equals $x$. Since $1-w(x)$ maps the real line one-to-one onto $(0,1)$, the two conditions are equivalent.

Under $\lambda\to1-\lambda$ only the first term of $e$ changes: $e(1-\lambda)-e(\lambda)=\Delta(1-2\lambda)$, positive for $\lambda<\tfrac12$. The minimum therefore has $\lambda\le\tfrac12$, and $e'(\tfrac12)=\Delta\ne0$ excludes the end point.

On $[0,\tfrac12]$ there is exactly one solution. Let $g(\lambda)=1-w(x_\downarrow(\lambda))-\lambda$. There $x_\downarrow\ge\Delta>0$, so $g''=-U^2w''>0$ and $g$ is convex. Also $g(0)=1-w>0$ and $g(\tfrac12)=\tfrac12-w(\Delta)<0$, so a root exists. If there were two, $a<b<\tfrac12$, convexity would put $g(b)$ at or below the chord from $g(a)=0$ to $g(\tfrac12)<0$, which is negative at $b$, a contradiction.

On the whole interval $g'=Uw'-1\le U/(4t)-1$, so the root is unique if $U<4t$. That condition is sufficient, not necessary: if $\Delta>U/2$, then $x_\downarrow>0$ on all of $[0,1]$, so $g$ is convex there with $g(0)>0$ and $g(1)=-w<0$, and the same chord argument gives a single root for any $t$. At large $U$ extra roots can appear with $\lambda>\tfrac12$: the program counts three for $\Delta=0.5$, $t=0.5$, $U=8$ eV, one of them below $\tfrac12$. The others have higher energy, and a self-consistency loop that settles on one of them has not found the ground state.

**Q.** And the gap of that solution?

**A.** The occupied levels are $\varepsilon_-(x_\uparrow)$, $\varepsilon_+(x_\uparrow)$ and $\varepsilon_-(x_\downarrow)$, and the empty one is $\varepsilon_+(x_\downarrow)$. Both bonding levels are negative and $\varepsilon_+(x_\uparrow)$ is positive, so it is the highest occupied level for every $U$. The d levels differ by

$$x_\downarrow-x_\uparrow=U\left(\tfrac12-\lambda_\downarrow\right)+\frac U2=U(1-\lambda_\downarrow)=U(\lambda_\uparrow-\lambda_\downarrow)>0 ,$$

and $\varepsilon_+$ increases with $x$, so the empty level is the highest of the four, as it must be. Both gap edges are the same function $\varepsilon_+$ at two arguments, and its derivative is $w$:

$$E_g=\varepsilon_+(x_\downarrow)-\varepsilon_+(x_\uparrow)=\int_{x_\uparrow}^{x_\downarrow}w(x)\,dx=U\,\bar w\,(\lambda_\uparrow-\lambda_\downarrow).$$

Here $\bar w$ is the mean of $w$ over the interval from $x_\uparrow$ to $x_\downarrow$. In this model, with frozen $H_0$, the relation is exact for all $U>0$, provided the $\lambda$ are the self-consistent ones and the weight is this mean and not the weight of either edge state.

The mean has a closed form. We have $E_g=\tfrac12(x_\downarrow-x_\uparrow)+R_\downarrow-R_\uparrow$, and

$$R_\downarrow-R_\uparrow=\frac{R_\downarrow^2-R_\uparrow^2}{R_\downarrow+R_\uparrow}=\frac{(x_\downarrow-x_\uparrow)(x_\downarrow+x_\uparrow)}{4(R_\downarrow+R_\uparrow)} .$$

Dividing $E_g$ by $x_\downarrow-x_\uparrow$,

$$\bar w=\frac12+\frac{x_\uparrow+x_\downarrow}{4(R_\uparrow+R_\downarrow)} .$$

**Q.** That has two factors below one. Are they independent?

**A.** They have one cause. Self-consistency gives $\lambda_\uparrow-\lambda_\downarrow=1-(1-w_\downarrow)=w_\downarrow$, where $w_\sigma=w(x_\sigma)$. The nominally empty d channel holds charge $1-w_\downarrow$ because the occupied bonding state has that much d character, and the antibonding state lacks the same amount. Hybridisation thus enters twice: it shrinks the splitting of the d levels from $U$ to $Uw_\downarrow$, and the gap edges follow that splitting only at the rate $\bar w$. Since $w$ increases strictly, $w_\uparrow<\bar w<w_\downarrow$, and

$$U\,w_\uparrow w_\downarrow<E_g<U\,w_\downarrow^2<U .$$

As $U\to0$ both $x_\sigma\to\Delta$, both bounds divided by $U$ tend to $w_0^2$ with $w_0=w(\Delta)$, and so $dE_g/dU=w_0^2$ at $U=0$. The first-order formula agrees: $w_v=w_c=w_0$ removes its second term and $\lambda_v-\lambda_c=w_0$. It applies in spite of the degeneracy at $U=0$, because the self-consistent Hamiltonian is diagonal in spin and within each spin channel no occupied level is degenerate with an empty one, so $n(U)=n_0+O(U)$ still holds.

The limits follow directly. For $t\to0$, $R\to|x|/2$, so $\varepsilon_+(x)\to\max(x,0)$. Since $x_\downarrow>\Delta$, $w_\downarrow\to1$, $\lambda_\downarrow\to0$ and $x_\downarrow\to\Delta+U/2$. If $U<2\Delta$ then $x_\uparrow>0$ and $E_g\to(\Delta+U/2)-(\Delta-U/2)=U$, the Mott-Hubbard case of your first question. If $U>2\Delta$ the filled d level has dropped below the p level, the top of the occupied states is p-like at zero, and $E_g\to\Delta+U/2$. This charge-transfer gap is less than $U$ with no covalency at all and grows only as $U/2$. For $t\to\infty$ at fixed $\Delta$ and $U$, the $x_\sigma$ stay bounded, $x/(4R)\to0$, both weights tend to $\tfrac12$, and the bounds squeeze $E_g$ to $U/4$. The program tests the three limits: 3.9999 eV for $\Delta=3$, $t=0.01$, $U=4$ eV; 5.0000 eV for $\Delta=1$, $t=0.01$, $U=8$ eV; and $E_g/U=0.253$ for $\Delta=3$, $t=200$, $U=4$ eV.

For three electrons in the two-orbital cell with frozen $H_0$, the gap is exactly $U\,\bar w\,(\lambda_\uparrow-\lambda_\downarrow)$, and hybridisation lowers both factors below one. What remains is a numerical example, the cases of an exchange-split starting point and a non-magnetic insulator, and the relation of these eigenvalue gaps to measured ones.
